# Mass-Independent Spacings and Trion and Biexciton Binding under Logarithmic Attraction

### What dimensions allow

Let two opposite charges in a plane attract each other with the potential energy $V_0\ln(r/L)$, where $V_0$ is an energy and $L$ a length. Changing $L$ to $L'$ adds the constant $V_0\ln(L/L')$ to every level, so $L$ cannot appear in a level spacing. What remains is $V_0$ and the kinetic coefficient $\hbar^2/\mu$, with $\mu$ the reduced mass. The first is an energy, the second an energy times a length squared. No dimensionless number can be formed from them, and the only energy is $V_0$ itself. Hence

$$E_n-E_{n'}=V_0\times\text{(pure number)},$$

and the mass drops out. With more than two particles the pure number may depend on mass ratios.

The argument does not yet cover the binding energy of a trion (two like carriers and one opposite) or a biexciton (two electrons and two holes). Such a binding energy is a difference between levels of different complexes, and the constants containing $L$ need not cancel between them. Whether they do is a matter of counting charges.

### The interaction and its logarithmic range

Consider a thin suspended layer with sheet polarizability $\alpha$: an in-plane field $\mathbf E$ induces the dipole moment per area $\mathbf P=\alpha\mathbf E$. A charge $e$ in the layer produces the in-plane potential $\phi$. The induced charge density is $-\nabla\cdot\mathbf P=\alpha\nabla^2\phi$, which becomes $-\alpha k^2\phi(k)$ for wavevector $k$. A sheet of charge density $\sigma(k)$ in vacuum has potential $\sigma(k)/(2\varepsilon_0k)$ in its own plane. Therefore

$$\phi(k)=\frac{e-\alpha k^2\phi(k)}{2\varepsilon_0k}
\quad\Rightarrow\quad
\phi(k)=\frac{e}{2\varepsilon_0k(1+r_0k)},\qquad r_0=\frac{\alpha}{2\varepsilon_0}.$$

Transforming back, and using the angular integral $\int_0^{2\pi}e^{ikr\cos\theta}d\theta=2\pi J_0(kr)$, the energy of two equal charges is

$$e\phi(r)=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\frac{J_0(kr)}{1+r_0k}\,dk
=V_0W(r/r_0),\qquad V_0=\frac{e^2}{4\pi\varepsilon_0r_0}.$$

With $x=r/r_0$ and $u=kr$,

$$W(x)=\int_0^\infty\frac{J_0(u)}{x+u}\,du .$$

This integral has the closed form $W=\frac{\pi}{2}[H_0(x)-Y_0(x)]$, with $H_0$ the Struve and $Y_0$ the Neumann function, but its behaviour at small $x$ follows directly. Integrate by parts with $J_0'=-J_1$ and $J_0(0)=1$; the upper boundary term vanishes because $J_0$ decays:

$$W(x)=-\ln x+\int_0^\infty\ln(x+u)J_1(u)\,du .$$

The remaining integral is needed at $x=0$ and to first order in $x$. Both follow from the standard result, understood by continuation where it does not converge absolutely,

$$\int_0^\infty u^sJ_1(u)\,du=2^s\frac{\Gamma(1+s/2)}{\Gamma(1-s/2)} .$$

Its derivative at $s=0$ gives $\int\ln u\,J_1\,du=\ln2+\Gamma'(1)=\ln2-\gamma$, where $\gamma$ is Euler's constant. The coefficient of $x$ is $\int J_1(u)u^{-1}du=1$. The next derivative diverges logarithmically at small $u$, since $J_1\approx u/2$ there, so the remainder is of order $x^2\ln x$:

$$W(x)=-\ln\frac{x}{2}-\gamma+x+O(x^2\ln x).$$

For $r\ll r_0$ the interaction of charges $q_ie$ and $q_je$, with $q=\pm1$, is thus

$$-V_0q_iq_j\ln\frac{r_{ij}}{L},\qquad L=2r_0e^{-\gamma}.$$

For opposite charges this is $+V_0\ln(r/L)$, an attraction. In the other limit, $x\gg1$, the factor $1/(x+u)$ can be replaced by $1/x$, and $\int J_0\,du=1$ restores the bare Coulomb law $V_0W\to e^2/(4\pi\varepsilon_0r)$. A free carrier at rest far from everything therefore has interaction energy zero, which fixes the zero of energy below.

### First derivation: changing the unit of length

Take $N$ effective-mass particles with the logarithmic interaction between all pairs, and consider internal motion, with the centre of mass at rest:

$$H=-\sum_i\frac{\hbar^2}{2m_i}\nabla_i^2-V_0\sum_{i<j}q_iq_j\ln\frac{r_{ij}}{L}.$$

Let $\mu$ be the electron–hole reduced mass. Set $\mathbf r_i=a\boldsymbol\rho_i$ and choose $a$ so that the kinetic coefficient becomes $V_0$:

$$\frac{\hbar^2}{2\mu a^2}=V_0\quad\Rightarrow\quad a=\frac{\hbar}{\sqrt{2\mu V_0}} .$$

Each kinetic term becomes $-V_0(\mu/m_i)\nabla_{\rho_i}^2$. Each logarithm splits as $\ln(r_{ij}/L)=\ln\rho_{ij}+\ln(a/L)$. Collecting the constants,

$$H=V_0\left[h+p\ln\frac aL\right],\qquad
h=-\sum_i\frac{\mu}{m_i}\nabla_{\rho_i}^2-\sum_{i<j}q_iq_j\ln\rho_{ij},\qquad
p=-\sum_{i<j}q_iq_j .$$

The operator $h$ contains mass ratios and nothing else. With $\varepsilon_n$ its eigenvalues,

$$E_n=V_0\left[\varepsilon_n+p\ln\frac aL\right].$$

If all masses are multiplied by $s$, the ratios stay fixed and $a$ becomes $a/\sqrt s$. Every level of the complex moves by the same amount, $-\tfrac12pV_0\ln s$, and the spacings stay put. For the exciton $h=-\nabla_\rho^2+\ln\rho$ contains no mass ratio either, so its spacings do not depend on mass in any way. A uniform dilation treats all particles alike and so preserves permutation symmetry: a spin-singlet state, symmetric in the positions of like carriers, remains one.

The number $p$ follows from the total charge $Q=\sum_iq_i$. Since $q_i^2=1$,

$$Q^2=\sum_iq_i^2+2\sum_{i<j}q_iq_j=N-2p
\quad\Rightarrow\quad p=\frac{N-Q^2}{2}.$$

- Free carrier: $N=1$, $Q^2=1$, $p=0$.
- Exciton: $N=2$, $Q=0$, $p=1$.
- Trion: $N=3$, $Q^2=1$, $p=1$.
- Biexciton: $N=4$, $Q=0$, $p=2$.

The trion breaks up into an exciton and a free carrier, the biexciton into two excitons. The sums of $p$ before and after are $1=1+0$ and $2=1+1$. The logarithms cancel:

$$E_b^{T}=E_X-E_T=V_0b_T,\qquad b_T=\varepsilon_X-\varepsilon_T,$$
$$E_b^{XX}=2E_X-E_{XX}=V_0b_{XX},\qquad b_{XX}=2\varepsilon_X-\varepsilon_{XX}.$$

Here $\varepsilon$ denotes the ground-state value of each complex. At given mass ratio both binding energies are a number times $e^2/(4\pi\varepsilon_0r_0)$.

The cancellation has a simple physical content. For fragments of charge $Q_k$, the sum of their $p$ values is $(N-\sum_kQ_k^2)/2$. It equals the $p$ of the whole when $Q^2=\sum_kQ_k^2$, that is, when $\sum_{k<l}Q_kQ_l=0$. In both breakups at least one partner in each pair of fragments is neutral, and this holds. Splitting an exciton into an electron and a hole violates it: $p$ goes from 1 to 0. The total exciton binding energy therefore keeps its logarithm,

$$-E_X=V_0\left[\ln\frac{2r_0}{a}-\gamma-\varepsilon_X\right]$$

to leading order, and is not proportional to $1/r_0$.

### Second derivation: forces and expectation values

The same result can be reached without transforming the Hamiltonian, by asking how a level responds to its parameters. Let $T$ and $U$ be the kinetic and potential energies, and let all masses carry a common factor $s$, so that $T\propto1/s$. For a normalized eigenstate the Hellmann–Feynman theorem gives

$$\frac{dE}{d\ln s}=\left\langle s\frac{\partial H}{\partial s}\right\rangle=-\langle T\rangle .$$

The kinetic energy is found from the virial theorem. Compress the eigenstate by a factor $\lambda$, keeping it normalized. Kinetic energy scales as $\lambda^2$, and each distance becomes $r_{ij}/\lambda$, so that

$$E(\lambda)=\lambda^2\langle T\rangle+\langle U\rangle+V_0\sum_{i<j}q_iq_j\ln\lambda
=\lambda^2\langle T\rangle+\langle U\rangle-pV_0\ln\lambda .$$

An eigenstate makes the energy stationary under any normalized variation, so the derivative vanishes at $\lambda=1$:

$$2\langle T\rangle-pV_0=0\quad\Rightarrow\quad\langle T\rangle=\frac{pV_0}{2}.$$

Every bound state of a given complex has the same kinetic energy, whatever its excitation. For the exciton a classical picture of this is a circular orbit of the relative coordinate: the force $V_0/r$ balances $\mu v^2/r$, so $\mu v^2=V_0$ at any radius. Inserting the result,

$$\frac{dE}{d\ln s}=-\frac{pV_0}{2}$$

for all levels, so their spacings do not change with $s$.

The dependence on $V_0$ and $L$ follows in the same way. At fixed $L$,

$$\frac{dE}{dV_0}=\frac{\langle U\rangle}{V_0}=\frac{E-\langle T\rangle}{V_0}=\frac{E}{V_0}-\frac p2
\quad\Rightarrow\quad
\frac{d(E/V_0)}{d\ln V_0}=\frac{dE}{dV_0}-\frac{E}{V_0}=-\frac p2 .$$

At fixed $V_0$, $\partial U/\partial\ln L=V_0\sum_{i<j}q_iq_j=-pV_0$, hence $dE/d\ln L=-pV_0$. All three derivatives are proportional to $p$. In a binding energy the $p$ values of fragments and complex subtract to zero, so $E_b/V_0$ does not respond to $s$, $V_0$ or $L$. It is a constant at given mass ratio, as before.

### What each derivation assumes

The change of length unit is an identity between operators. It maps the whole spectrum and all wavefunctions at once and needs no differentiability of the levels. Its price is that the potential must be logarithmic at all distances that matter, because any other length in the potential would survive in $h$.

The second derivation works state by state. It needs a normalizable state with finite $\langle T\rangle$ and a level that can be followed smoothly as parameters change. In return it remains usable when the potential is not purely logarithmic. For an exciton with the full interaction $-V_0W(x)$, the same compression gives

$$2\langle T\rangle=V_0\langle-xW'(x)\rangle=V_0\left(1-\langle x\rangle+\dots\right),\qquad
\frac{dE}{d\ln\mu}=-\frac{V_0}{2}\left(1-\langle x\rangle+\dots\right).$$

A larger state gains less from added mass, so spacings above the ground state grow with $\mu$ at this order.

Both derivations assume that the bound states exist. Neither gives the numbers $b_T$ and $b_{XX}$, or even their sign; these require solving the few-body problem.

The logarithm's special place is seen by comparison with a power law $Cr^\nu$ that binds. Balancing $\hbar^2/(\mu a^2)$ against $|C|a^\nu$ gives $a^{\nu+2}\propto1/\mu$, so that energies scale as $a^\nu\propto\mu^{-\nu/(\nu+2)}$. For the Coulomb case $\nu=-1$ this is proportional to $\mu$. The exponent vanishes as $\nu\to0$, where the force approaches the $1/r$ form of the logarithm.

### When the limit applies

The states must fit inside the logarithmic range, $a\ll r_0$. With the Bohr radius of the unscreened Coulomb interaction, $a_B^*=4\pi\varepsilon_0\hbar^2/(\mu e^2)$,

$$a^2=\frac{\hbar^2}{2\mu}\,\frac{4\pi\varepsilon_0r_0}{e^2}=\frac{a_B^*r_0}{2},\qquad
\frac a{r_0}=\sqrt{\frac{a_B^*}{2r_0}} .$$

The condition is $r_0\gg a_B^*$. Within the thin-sheet model it is met by strong polarizability or by heavy carriers. The outer tail must fit as well. A fragment separating with reduced mass $M$ has a wavefunction decaying over $\hbar/\sqrt{2ME_b}=a\sqrt{\mu/(Mb)}$, a fixed multiple of $a$, so the tail too lies within $r_0$ once $r_0$ is large enough.

The first correction comes from the term $x$ in $W$, which adds $V_0(a/r_0)\sum_{i<j}q_iq_j\rho_{ij}$ to the Hamiltonian. First-order perturbation theory gives $E_b=V_0[b+c\,a/r_0+\dots]$ with

$$c_T=-\langle\rho\rangle_X-\sum_{i<j}q_iq_j\langle\rho_{ij}\rangle_T,\qquad
c_{XX}=-2\langle\rho\rangle_X-\sum_{i<j}q_iq_j\langle\rho_{ij}\rangle_{XX}.$$

The relative correction falls only as $r_0^{-1/2}$. It also brings back a mass dependence, through $a\propto\mu^{-1/2}$. The exciton binding gains $V_0(a/r_0)\langle\rho\rangle_X$.

Surroundings of mean relative permittivity $\kappa$ replace $1+r_0k$ by $\kappa+r_0k$. At $k\gg\kappa/r_0$ this is still $r_0k$, so $V_0$ is unchanged, but the range of the logarithm shrinks to $r_0/\kappa$. Since $a$ is unchanged too, the condition tightens to $a\ll r_0/\kappa$, that is $r_0\gg\kappa^2a_B^*$. At the short end, $a$ must exceed the layer thickness and the lattice spacing, or the thin-sheet and effective-mass descriptions fail. Since heavier carriers also shrink $a$, they lead to the limiting law in a real layer only if $r_0$ is much larger than the thickness. In the opposite limit $a_B^*\gg r_0$ the interaction tends to the Coulomb law and binding becomes proportional to mass. The approach is slow: for the suspended layer the leading relative correction to the exciton binding is about $8r_0/a_B^*$.

### A model layer in numbers

Take electron and hole masses of $0.5\,m_e$, so $\mu=0.25\,m_e$, and $r_0=4$ nm. These are round model parameters. They give $V_0=0.3600$ eV and $a=0.651$ nm, hence $a/r_0=0.163$. This $a$ is comparable to the thickness of a typical monolayer, and for the largest mass used below it is only 0.33 nm. The numbers therefore illustrate the thin-sheet model and are not predictions for a material.

**Exciton spacings.** Levels of the pure logarithm, found on a radial grid for $\mu=0.10$, $0.25$ and $1.00\,m_e$, have the same spacings for all three masses: 0.3095 eV from 1s to 2p and 0.4085 eV from 1s to 2s, or $0.860V_0$ and $1.135V_0$. The 1s level itself moves by $-0.4145$ eV over this tenfold change of mass, in agreement with $-\tfrac12(0.3600\text{ eV})\ln10$.

With the full interaction the 1s–2s spacing is 0.265, 0.306 and 0.350 eV for the same masses. The growth has the predicted sign, since the 2s state is larger than the 1s state. This can be read from the energies: $\langle T\rangle=V_0/2$ implies $\langle\ln\rho\rangle=\varepsilon-\tfrac12$, which for 2s is $0.5265+1.1348-0.5=1.161$. The mean of a positive quantity is at least the exponential of its mean logarithm, so $\langle\rho\rangle_{2s}\ge e^{1.161}\approx3.2$, against $\langle\rho\rangle_{1s}=1.26$.

**Binding numbers.** Variational expansions in correlated Gaussians give, for equal masses,

$$b_T=0.5265-0.3857=0.141,\qquad b_{XX}=2(0.5265)-0.9776=0.075 .$$

Both are positive, so the complexes are bound. Because the energy of each complex is an upper bound and the exciton energy is converged far more closely, these are in effect lower bounds on $b$. Doubling the basis lowered the trion energy by $5\times10^{-5}V_0$ and the biexciton energy by $1\times10^{-3}V_0$. The last digit of $b_{XX}$, and of the biexciton binding energies below, is therefore not settled.

Tripling all masses, with the basis left as it was, shifts the three energies by $-0.5493$, $-0.5492$ and $-1.097$ in units of $V_0$. The expected values are $-\tfrac12\ln3=-0.5493$ for the first two and $-\ln3=-1.0986$ for the biexciton. The binding numbers become 0.141 and 0.074. Since the exact $b_{XX}$ cannot change, the drop of about $0.002$ is the amount by which the variational error of the unscaled basis at tripled masses exceeds its error at the original masses; it does not measure the latter.

The mass ratio does matter. For a negative trion at fixed $\mu$, $b_T$ is 0.157, 0.141 and 0.151 for $m_e^*/m_h^*=0.2$, 1 and 5, with $m_e^*$ and $m_h^*$ the electron and hole masses. Of these three cases equal masses bind least, but the variation is modest.

**Approach to $1/r_0$.** With the full interaction and the original masses, the binding energies are:

| $r_0$ (nm) | $a/r_0$ | trion (meV) | trion$/V_0$ | biexciton (meV) | biexciton$/V_0$ |
|---|---|---|---|---|---|
| 4 | 0.163 | 34.7 | 0.097 | 23.1 | 0.064 |
| 40 | 0.051 | 4.39 | 0.122 | 2.57 | 0.071 |
| 400 | 0.016 | 0.482 | 0.134 | 0.266 | 0.074 |

The two larger lengths display the limit and are not meant as real layers. At 4 nm the limiting law gives $0.1408\times360.0=50.7$ meV for the trion, 46% above the full result, and 27.1 meV for the biexciton, 17% above. Between 40 and 400 nm the trion binding falls by a factor 9.1 and the biexciton binding by 9.6, close to the factor 10 of a pure $1/r_0$ law.

The slopes explain the difference between the two complexes at large $r_0$: $c_T=-0.476$ and $c_{XX}=-0.09$. At 400 nm they predict $0.1408-0.476\times0.0163=0.133$ and $0.074$, within 0.001 of the computed values. At 4 nm the same formula gives only 0.063 for the trion, against 0.097, so higher orders are important there.

The exciton behaves differently, as its uncancelled logarithm requires. Its binding energy in units of $V_0$ rises from 1.58 to 2.62 to 3.73 along the table. At 400 nm the expansion with its first correction gives 3.729, against 3.728 computed. The complete set of values is in the numerical output below.

## Computed values

```
screening length r0 = 4.0 nm
electron mass = hole mass = 0.50 m_e
V0 = 0.35999 eV
length a = 0.6506 nm, a/r0 = 0.1627
mu=0.10 m_e, log: E1s=-0.3410 2p-1s=0.3095 2s-1s=0.4085 eV
mu=0.10 m_e, full: E1s=-0.4371 2p-1s=0.2204 2s-1s=0.2654 eV
mu=0.25 m_e, log: E1s=-0.5060 2p-1s=0.3095 2s-1s=0.4085 eV
mu=0.25 m_e, full: E1s=-0.5700 2p-1s=0.2474 2s-1s=0.3063 eV
mu=1.00 m_e, log: E1s=-0.7555 2p-1s=0.3095 2s-1s=0.4085 eV
mu=1.00 m_e, full: E1s=-0.7893 2p-1s=0.2750 2s-1s=0.3503 eV
log: shift of E1s from mu=0.10 to 1.00 m_e = -0.4145 eV
log: (2p-1s)/V0 = 0.8597, (2s-1s)/V0 = 1.1348
exciton energy number eps_X = 0.52651 (radial grid 0.52649)
trion energy number eps_T = 0.3857
biexciton energy number eps_XX = 0.9776
log limit, equal masses: b_T = 0.1408, b_XX = 0.0754
energy gain on doubling basis: trion 4.7e-05, biexciton 1.0e-03 V0
kinetic energy/V0: exciton 0.5000, trion 0.5000, biexciton 1.0001
masses x 3: energy shifts/V0: exciton -0.5493, trion -0.5492, biexciton -1.0968
masses x 3: b_T = 0.1408, b_XX = 0.0735
negative trion, m_electron/m_hole = 0.2: b_T = 0.1566
negative trion, m_electron/m_hole = 1.0: b_T = 0.1408
negative trion, m_electron/m_hole = 5.0: b_T = 0.1509
mean exciton separation = 1.2647 a
slope of b_T in a/r0: first order -0.4759, finite difference -0.4739
slope of b_XX in a/r0: first order -0.0885
r0=4 nm: V0=359.991 meV, a/r0=0.1627
  binding/V0: exciton 1.5832, trion 0.0965, biexciton 0.0642
  binding: exciton 569.953, trion 34.7430, biexciton 23.1222 meV
  log-limit estimate: trion 50.70, biexciton 27.14 meV
r0=40 nm: V0=35.999 meV, a/r0=0.0514
  binding/V0: exciton 2.6177, trion 0.1220, biexciton 0.0713
  binding: exciton 94.236, trion 4.3921, biexciton 2.5674 meV
r0=400 nm: V0=3.600 meV, a/r0=0.0163
  binding/V0: exciton 3.7281, trion 0.1339, biexciton 0.0740
  binding: exciton 13.421, trion 0.4822, biexciton 0.2664 meV
exciton binding/V0 at the largest r0 from expansion = 3.7287
first-order b at the largest r0: trion 0.1331, biexciton 0.0739
```
